\section*{Diffusion-Limited Capture by a Toroidal Loop Core and an Absorbing Disc}

\section{The choice of sink term}

A simulation of annealing after ion implantation needs a capture rate for each end-of-range dislocation loop. The implementer must decide whether a loop of radius $R$ absorbs interstitials over its whole area, like a disc, or along its edge, like a thin torus of tube radius $r$. With diffusivity $D$ and distant concentration $C$, the two rates are
\begin{equation}
J_{\rm torus}\simeq\frac{4\pi^2DCR}{\ln(8R/r)},\qquad
J_{\rm disc}=8DRC .
\label{result}
\end{equation}
The first holds asymptotically for $r\ll R$; the second is exact for an isolated disc absorbing on both faces. The choice changes both the size of the sink term and its dependence on $R$. For $R/r$ near 17 the rates coincide, and for thicker cores the torus captures more than a disc of radius $R$.

\section{Capture as a capacitance problem}

Assume isotropic diffusion, no drift, an isolated loop and a steady state. The mean concentration $c$ obeys $\nabla^2c=0$, with $c=0$ on the absorber and $c\to C$ far away. Write
\begin{equation}
c=C(1-\phi).
\end{equation}
Then $\phi$ is harmonic outside the absorber, equals one on it and vanishes at infinity. At large distance $d$ its leading term is $a/d$, which defines the capture length $a$. The inward flux density there is $D\,\partial c/\partial d=DCa/d^2$. No defects are lost between the absorber and a large sphere of area $4\pi d^2$, so
\begin{equation}
J=4\pi DCa .
\label{capture}
\end{equation}

In atomic units a unit charge has potential $1/\text{distance}$, and $a$ is the capacitance of the absorber. No atomic constant enters the diffusion problem, so the formulas hold in any consistent units.

\section{The thin torus}

\subsection{Potential of a ring}

Spread a source of total strength one uniformly over a ring of radius $R$. At cylindrical coordinates $(\rho,z)$ its potential is
\begin{equation}
G=\frac1{2\pi}\int_0^{2\pi}
\frac{d\theta}{\sqrt{\rho^2+R^2+z^2-2\rho R\cos\theta}} .
\end{equation}
Put $\theta=\pi-2t$, so that $\cos\theta=2\sin^2t-1$, and define
\begin{equation}
B^2=(\rho+R)^2+z^2,\qquad m=4\rho R/B^2 .
\end{equation}
The square root becomes $B\sqrt{1-m\sin^2t}$. The factor two from $d\theta$ and the symmetry in $t$ give
\begin{equation}
G=\frac{2}{\pi B}K(m),\qquad
K(m)=\int_0^{\pi/2}\frac{dt}{\sqrt{1-m\sin^2t}} .
\label{ring}
\end{equation}

Let $s=\sqrt{(\rho-R)^2+z^2}$ be the distance from the ring in the meridional plane. Then $1-m=s^2/B^2\equiv q^2$, and $q$ is small near the ring. With $x=\cot t$,
\begin{equation}
K=\int_0^\infty\frac{dx}{\sqrt{(1+x^2)(x^2+q^2)}}
=2\int_0^{\sqrt q}\frac{dx}{\sqrt{(1+x^2)(x^2+q^2)}} .
\end{equation}
The second form follows because $x\to q/x$ leaves the integrand with its differential unchanged and exchanges the two sides of $x=\sqrt q$. On the remaining range $(1+x^2)^{-1/2}=1-x^2/2+O(x^4)$. The first two terms contribute
\begin{align}
2\,\mathrm{arsinh}(q^{-1/2})&=\ln(4/q)+q/2+O(q^2),\\
-\int_0^{\sqrt q}\frac{x^2\,dx}{\sqrt{x^2+q^2}}
&=-q/2+O(q^2\ln(1/q)).
\end{align}
The linear terms cancel, leaving
\begin{equation}
K=\ln(4B/s)+O(q^2\ln(1/q)).
\label{log}
\end{equation}

\subsection{From ring to absorbing tube}

On the tube put $\rho=R+r\cos\psi$, $z=r\sin\psi$, $\epsilon=r/R$ and $L=\ln(8R/r)$. To first order in $\epsilon$,
\begin{equation}
B=2R\left(1+\tfrac12\epsilon\cos\psi\right),\qquad
K=L+\tfrac12\epsilon\cos\psi .
\end{equation}
Substitution in \eqref{ring} gives
\begin{align}
\pi RG&=\left(1-\tfrac12\epsilon\cos\psi\right)
\left(L+\tfrac12\epsilon\cos\psi\right)+O(\epsilon^2L)\nonumber\\
&=L-\tfrac12\epsilon(L-1)\cos\psi+O(\epsilon^2L).
\label{surface}
\end{align}
The surface potential is nearly constant, as an absorbing surface requires.

The small variation can be controlled. Let $G_+$ and $G_-$ be the largest and smallest values of $G$ on the tube. There $G/G_+\le1=\phi$, and both functions vanish at infinity. A harmonic function has no interior extremum, so $G/G_+\le\phi$ everywhere outside. Comparing the coefficients of $1/d$ gives $1/G_+\le a$. The same argument with $G_-$ gives
\begin{equation}
1/G_+\le a\le1/G_- .
\label{bounds}
\end{equation}
This proves $a=\pi R/L$ with a relative error of at most order $\epsilon$.

A better trial source gives a smaller error. Add $p\,\partial G/\partial R$, taken at a fixed field point. This is a ring of radial dipoles: the difference of two unit rings, with no net strength. Since $\partial s/\partial R=-\cos\psi$,
\begin{equation}
\pi R\,\frac{\partial G}{\partial R}
=\frac{\cos\psi}{r}+O(L/R)
\quad\text{on the tube.}
\end{equation}
The choice $p=r\epsilon(L-1)/2$ cancels the cosine in \eqref{surface}. The remainder from the dipoles is of order $pL/R$, or $\epsilon^2L^2$. The potential times $\pi R$ is now $L+O(\epsilon^2L^2)$ on the tube, while the total strength is still one. Repeating the comparison gives
\begin{equation}
a_{\rm torus}=\frac{\pi R}{L}\left[1+O(\epsilon^2L)\right].
\label{torus}
\end{equation}
Equation \eqref{capture} then yields the torus rate in \eqref{result}.

As a separate check, source rings were placed inside the tube and their strengths solved for so that $c=0$ on its surface. For $r/R=0.1$, $0.05$ and $0.025$ the capture length exceeded $\pi R/L$ by 0.66\%, 0.21\% and 0.062\%. Each halving reduces the error by a factor between 3 and 4, as expected of a quadratic law with a slowly growing logarithm.

\section{The absorbing disc}

Give the disc the source density, summed over both faces,
\begin{equation}
\sigma(\rho)=\frac{Q}{2\pi R\sqrt{R^2-\rho^2}} .
\end{equation}
Its total strength is
\begin{equation}
\int_0^R2\pi\rho\,\sigma\,d\rho
=\frac QR\int_0^R\frac{\rho\,d\rho}{\sqrt{R^2-\rho^2}}=Q .
\end{equation}
To find the potential at a point of the disc, use polar coordinates centred there. The radial factor in the area element cancels $1/\text{distance}$. Pairing opposite directions leaves an integral of $\sigma$ along each full chord, over an angular range $\pi$. If a chord has half-length $h$ and $w$ is measured from its midpoint, then $R^2-\rho^2=h^2-w^2$, and
\begin{equation}
\int_{-h}^{h}\frac{dw}{\sqrt{h^2-w^2}}=\pi .
\end{equation}
Every chord gives the same value, so the potential is
\begin{equation}
V=\frac{Q}{2\pi R}\,\pi\,\pi=\frac{\pi Q}{2R}
\end{equation}
at every point of the disc. Setting $V=1$ gives $a_{\rm disc}=Q=2R/\pi$, hence $J_{\rm disc}=8DRC$. The solution is unique: the difference of two solutions is zero on the disc and at infinity, and therefore everywhere.

\section{Comparison and limits}

The thin-core ratio is
\begin{equation}
\frac{J_{\rm torus}}{J_{\rm disc}}=\frac{\pi^2}{2\ln(8R/r)} .
\end{equation}
It equals one at $R/r=e^{\pi^2/2}/8=17.4$; the numerical torus gives 17.6. A torus can exceed the disc because it reaches out to $R+r$ and has height. With $r=0.5$ nm held fixed, the numerical torus gives these ratios:
\begin{center}
\begin{tabular}{rcc}
$R$ (nm) & to disc of radius $R$ & to disc of radius $R+r$\\
5 & 1.134 & 1.031\\
10 & 0.974 & 0.928\\
20 & 0.856 & 0.835\\
50 & 0.738 & 0.731\\
100 & 0.669 & 0.666
\end{tabular}
\end{center}

An open ring competes with a full disc because it depletes its own interior. All points of the ring lie at distance $R$ from the centre, where $\phi=a/R$ and
\begin{equation}
c_{\rm centre}=C\left(1-\frac{\pi}{L}\right)
\end{equation}
to leading order. At $R/r=20$ this is $0.38C$. As $r\to0$ at fixed $R$, the depletion and the rate both vanish, but only as $1/L$.

The choice also affects growth. If each atom adds area $\omega$ to the loop, then $2\pi R\,dR/dt=\omega J$, so at fixed $C$
\begin{equation}
\left(\frac{dR}{dt}\right)_{\rm torus}=\frac{2\pi\omega DC}{L},\qquad
\left(\frac{dR}{dt}\right)_{\rm disc}=\frac{4\omega DC}{\pi}.
\end{equation}
The disc model gives a constant radial speed; the torus slows logarithmically.

\section{Worked example}

Take $R=10$ nm, $r=0.5$ nm, $T=1073$ K, $D=3\times10^{-7}$ cm$^2$/s and $C=5\times10^{10}$ cm$^{-3}$. Then $L=\ln160=5.075$ and $DC=1.5\times10^{-3}$ nm$^{-1}$s$^{-1}$. The rates are
\begin{align}
J_{\rm torus}&=\frac{4\pi^2(1.5\times10^{-3})(10)}{5.075}
=0.117\ {\rm s}^{-1},\\
J_{\rm disc}&=8(1.5\times10^{-3})(10)=0.120\ {\rm s}^{-1}.
\end{align}
The numerical torus has $a=6.20$ nm (62.0 \AA), against 6.37 nm (63.7 \AA) for the disc. The disc formula is thus 2.6\% too high, relative to the disc rate. The core radius matters more: doubling $r$ at fixed $R$ raises the torus rate by 16\%.

The steady state requires $R$ and $C$ to change little during the local diffusion time $R^2/D=3.3\times10^{-6}$ s. Loop growth is slow enough: capturing the loop's 4712 atoms at the present rate would take $4.0\times10^4$ s. The free interstitials alone cannot sustain that rate for so long; a source, such as dissolving defect clusters, must maintain $C$. The mean number of interstitials in a volume $R^3$ is $5\times10^{-8}$, so $J$ is an average over rare arrivals, not a smooth current.

\section{Effects outside the ideal model}

Each correction below is sized separately, with the other settings held fixed. The material inputs are rough.

\subsection{Slow attachment}

Suppose the core imposes $c=\ell\,\partial c/\partial s$ instead of $c=0$. Near the tube the solution is proportional to $\ln(s/r)+\ell/r$, since its value at $s=r$ must be $\ell$ times its slope $1/r$. The added constant changes $L$ to $L+\ell/r$. For $\ell=0.25$ nm the numerical rate falls by 9\%.

\subsection{Elastic drift}

Close to the core, treat the loop as a straight edge dislocation with interaction energy $kT\,U$, where $U=A\sin\theta/s$. The steady equation is $\nabla\cdot(\nabla c+c\nabla U)=0$. Put $c=ue^{-U/2}$. The terms in $\nabla u\cdot\nabla U$ cancel, the term in $u\nabla^2U$ vanishes because $\nabla^2U=0$, and
\begin{equation}
\nabla^2u=\tfrac14|\nabla U|^2u=\frac{A^2}{4s^4}u .
\end{equation}
The coefficient does not depend on angle, and neither does the condition $u(r)=0$. For radial $u$ and $y=A/(2s)$ this becomes $(y\,d/dy)^2u=y^2u$, the modified Bessel equation of order zero. With $y_r=A/(2r)$,
\begin{equation}
u=K_0(y)-I_0(y)\frac{K_0(y_r)}{I_0(y_r)} .
\end{equation}
For $s\gg A$, $K_0(y)\to\ln(4s/A)-\gamma$ and $I_0(y)\to1$, where $\gamma$ is Euler's constant. Thus $u\to\ln(s/r_{\rm eff})$, with
\begin{equation}
r_{\rm eff}=\frac{Ae^\gamma}{4}
\exp\!\left[\frac{K_0(y_r)}{I_0(y_r)}\right].
\end{equation}
This radius replaces $r$ in $L$ when $A$ and $r$ are much smaller than $R$.

Isotropic elasticity supplies the input $A=\mu b(1+\nu)\Delta V/[3\pi(1-\nu)kT]$. With shear modulus $\mu=400$ eV/nm$^3$, Burgers length $b=0.3$ nm, Poisson ratio $\nu=0.2$, defect volume $\Delta V=0.005$ nm$^3$ and $kT=0.0925$ eV, $A=1.03$ nm. Then $r_{\rm eff}=0.63$ nm, and the thin-core rate rises by 4.7\%. Here $A/R=0.1$ is not very small: solving the drift equation with the pressure field of the whole circular loop gives about 4.5\%, for either sign of $A$.

\subsection{Emission from the loop}

If the core holds a concentration $C_{\rm core}$, then $c-C_{\rm core}$ solves the original problem and $C$ is replaced by $C-C_{\rm core}$. The standard isotropic loop energy is taken as an estimate:
\begin{equation}
E=\frac{\mu b^2R}{2(1-\nu)}(L-1)+\pi R^2\Gamma ,
\end{equation}
where $\Gamma=0.4$ eV/nm$^2$ is the fault energy. Since $d[R(L-1)]/dR=L$, the energy per added atom is
\begin{equation}
\Delta E=\omega\left[\frac{\mu b^2L}{4\pi(1-\nu)R}+\Gamma\right].
\end{equation}
An atomic volume of 0.02 nm$^3$ gives $\omega=0.02/0.3=0.067$ nm$^2$ and $\Delta E=0.148$ eV. For an equilibrium concentration of $5\times10^8$ cm$^{-3}$, $C_{\rm core}/C=0.01\,e^{\Delta E/kT}=0.05$. With this estimate, net capture is about 5\% below the ideal rate. The constant subtracted from $L$ in $E$ depends on how the core is treated, so the figure is approximate: core cutoffs between 0.15 and 1 nm, with the constant 1 or 2, give values from 3\% to 7\%.

\subsection{Neighbouring loops and the surface}

In a layer of areal density $N$, let $C$ be the smooth planar profile extrapolated to the layer. That profile already contains the sink averaged over the plane. Replacing the averaged sink by separate neighbours on a square array raises the concentration seen by one loop to
\begin{equation}
C_{\rm loc}=C+M\sqrt N\,aC_{\rm loc}
\quad\Rightarrow\quad
C_{\rm loc}=\frac{C}{1-Ma\sqrt N} .
\end{equation}
Here $aC_{\rm loc}$ is the strength of each loop, treated as a point. The constant $M=3.90$ is the integral of $1/\text{distance}$ over a uniform sheet minus the sum over neighbours, at unit spacing and with a common smooth cutoff that is then removed. For $N=10^{10}$ cm$^{-2}$, $\sqrt N=0.01$ nm$^{-1}$ and the rate rises by a factor 1.32 over $4\pi DaC$ for point loops. Averaging $1/\text{distance}$ over rings of radius 10 nm lowers $M$ to about 3.85 and the factor to 1.31. This value belongs to the square array; a random layer needs its own average.

If the surface is a perfect sink at distance $h_s=100$ nm and the profile between is linear, the surface receives $DC/h_s$ per unit area. The ratio of layer capture to surface loss is $4\pi Nah_sC_{\rm loc}/C\approx1.0$. The loops therefore help to set $C$, which must be solved for with their sink term included.

\section{Use for implanted silicon}

The example is meant to resemble interstitial loops in silicon annealed near 800 $^\circ$C after an amorphizing implant. Radii of several to tens of nanometres and densities around $10^{10}$ cm$^{-2}$ are rough typical values. The chosen $C$ is 100 times the assumed equilibrium value; early in an anneal the excess can be much larger. $D$ and $C$ are individually uncertain, and both rates scale with their product, while the torus-to-disc ratio does not depend on it.

Real layers break the assumption of isolation, which moves the rate by about 30\% in the square-array estimate, at fixed concentration extrapolated to the layer. That is far more than the 2.6\% separating torus and disc at this size. For $R$ near 10 nm and $r$ near 0.5 nm, either sink term is adequate within the other uncertainties. For isolated loops of radius 50 or 100 nm with the same core, the disc term exceeds the torus rate by about 35\% and 50\%, and the torus law should be used if capture occurs at the edge. This requires the spacing and the depth to be much larger than $R$. At $10^{10}$ cm$^{-2}$ the spacing is only 100 nm, so loops of these sizes would touch or overlap and neither isolated rate would apply. The numerical output below gives the remaining digits.

\section*{Computed results}
\begin{verbatim}
Loop radius R = 10.0 nm; core radius r = 0.50 nm
Temperature = 1073 K; kT = 0.09246 eV
Diffusivity D = 3.00e-07 cm2/s
Distant concentration C = 5.00e+10 cm^-3
Logarithm ln(8R/r) = 5.0752 (no unit)
Thin-torus capture length = 6.1901 nm = 61.901 angstrom
Numerical torus length = 6.2030 nm = 62.030 angstrom
Disc capture length = 6.3662 nm = 63.662 angstrom
Thin-torus capture rate = 0.11668 s^-1
Numerical torus capture rate = 0.11692 s^-1
Disc capture rate = 0.12000 s^-1
Rate ratio, thin torus/disc = 0.9723 (no unit)
Rate ratio, numerical torus/disc = 0.9744 (no unit)
Crossover R/r: thin 17.381, numerical 17.603 (no unit)
Centre c/C: thin 0.3810, numerical 0.3829 (no unit)
r/R = 0.100: numerical/thin - 1 = 0.6644 %
r/R = 0.050: numerical/thin - 1 = 0.2074 %
r/R = 0.025: numerical/thin - 1 = 0.0622 %
Size table at fixed r; ratios numerical torus/disc have no unit
R = 5 nm: disc R 1.1336; disc R+r 1.0306
R = 10 nm: disc R 0.9744; disc R+r 0.9280
R = 20 nm: disc R 0.8560; disc R+r 0.8352
R = 50 nm: disc R 0.7383; disc R+r 0.7310
R = 100 nm: disc R 0.6689; disc R+r 0.6656
Rate change when r is doubled = 16.35 %
Attachment length = 0.25 nm
Rate change from attachment = -9.07 %
Shear modulus = 400 eV/nm3; Poisson ratio = 0.20
Burgers length = 0.30 nm; defect volume = 0.0050 nm3
Elastic length A = 1.0328 nm; effective core = 0.6287 nm
Rate change from elastic drift = 4.73 %
Fault energy = 0.40 eV/nm2; atom volume = 0.020 nm3
Loop energy per added atom = 0.1478 eV
Equilibrium concentration = 5.00e+08 cm^-3
Core concentration/C = 0.0495 (no unit)
Loop areal density = 1.00e+10 cm^-2; depth = 100 nm
Square-lattice constant M = 3.8997 (no unit)
Neighbour rate factor = 1.3191 (no unit)
Layer capture/surface loss = 1.0282 (no unit)
Atoms in loop = 4712 (count)
Filling time at present rate = 4.030e+04 s
Diffusion time R^2/D = 3.333e-06 s
Mean defects in volume R^3 = 5.000e-08 (count)
\end{verbatim}
